\section*{Full Coherence of Two Points Equalizes Their Coherence With a Third}

\section{An impossible set of coherence data}

Suppose that a model of mask illumination assigns the degrees of coherence of three points independently:
\[
\gamma_{12}=1,\qquad \gamma_{13}=0.9,\qquad \gamma_{23}=0.3 .
\]
Each modulus is at most one, so each pair looks acceptable by itself. Let $u_1,u_2,u_3$ be the three fields, scaled to unit mean intensity, and superpose them as $u_1-u_2-0.6\,u_3$. The mean intensity would be
\begin{align*}
\langle|u_1-u_2-0.6u_3|^2\rangle
&=\langle|u_1-u_2|^2\rangle+0.36
-1.2\,\mathrm{Re}\langle(u_1-u_2)u_3^*\rangle\\
&=(2-2)+0.36-1.2\,(0.9-0.3)=-0.36 .
\end{align*}
A mean intensity cannot be negative, so no light field has these three values. The fault lies in the triple. Since points 1 and 2 are fully coherent with each other, their coherence moduli with point 3 must be equal.

\section{Definitions and statement}

Let $U_1,U_2,U_3$ be complex scalar field amplitudes at three points at one common time. Angle brackets denote the average over realizations of the light. The mean intensities $I_i=\langle|U_i|^2\rangle$ are assumed nonzero; at a dark point the degree of coherence is undefined. With
\begin{equation}
u_i=\frac{U_i}{\sqrt{I_i}},\qquad
\gamma_{ij}=\langle u_iu_j^*\rangle
=\frac{\langle U_iU_j^*\rangle}{\sqrt{I_iI_j}},
\label{eq:def}
\end{equation}
we have $\gamma_{ii}=1$ and $\gamma_{ji}=\gamma_{ij}^*$. Points 1 and 2 are called fully coherent if $|\gamma_{12}|=1$. The statement to be proved is
\begin{equation}
|\gamma_{12}|=1\quad\Longrightarrow\quad
\gamma_{13}=\gamma_{12}\gamma_{23},
\qquad |\gamma_{13}|=|\gamma_{23}| .
\label{eq:claim}
\end{equation}
The phases of $\gamma_{13}$ and $\gamma_{23}$ may differ, by the phase of $\gamma_{12}$. The same proof holds at a single frequency if the $U_i$ are the spectral amplitudes there.

\section{Positivity and the determinant}

For any complex numbers $c_1,c_2,c_3$,
\begin{equation}
\sum_{i,j}c_i^*\gamma_{ij}c_j
=\Big\langle\Big(\sum_i c_i^*u_i\Big)\Big(\sum_j c_ju_j^*\Big)\Big\rangle
=\Big\langle\Big|\sum_i c_i^*u_i\Big|^2\Big\rangle\ge0 ,
\label{eq:psd}
\end{equation}
because the second bracket is the complex conjugate of the first. The Hermitian matrix
\[
G=\begin{pmatrix}
1&\gamma_{12}&\gamma_{13}\\
\gamma_{12}^*&1&\gamma_{23}\\
\gamma_{13}^*&\gamma_{23}^*&1
\end{pmatrix}
\]
is therefore positive semidefinite. Its eigenvalues are nonnegative, and so is their product, the determinant. Expansion along the first row gives
\begin{align}
\det G&=(1-|\gamma_{23}|^2)
-\gamma_{12}(\gamma_{12}^*-\gamma_{23}\gamma_{13}^*)
+\gamma_{13}(\gamma_{12}^*\gamma_{23}^*-\gamma_{13}^*)\nonumber\\
&=1-|\gamma_{12}|^2-|\gamma_{13}|^2-|\gamma_{23}|^2
+2\,\mathrm{Re}(\gamma_{12}\gamma_{23}\gamma_{13}^*),
\label{eq:det}
\end{align}
since the two triple products are complex conjugates of each other. To isolate $\gamma_{13}$, use
\[
|\gamma_{13}-\gamma_{12}\gamma_{23}|^2
=|\gamma_{13}|^2+|\gamma_{12}|^2|\gamma_{23}|^2
-2\,\mathrm{Re}(\gamma_{12}\gamma_{23}\gamma_{13}^*).
\]
Solving this for the real part and inserting it in \eqref{eq:det} gives
\begin{align*}
\det G&=1-|\gamma_{12}|^2-|\gamma_{23}|^2
+|\gamma_{12}|^2|\gamma_{23}|^2
-|\gamma_{13}-\gamma_{12}\gamma_{23}|^2\\
&=(1-|\gamma_{12}|^2)(1-|\gamma_{23}|^2)
-|\gamma_{13}-\gamma_{12}\gamma_{23}|^2 .
\end{align*}
The condition $\det G\ge0$ thus reads
\begin{equation}
|\gamma_{13}-\gamma_{12}\gamma_{23}|^2
\le(1-|\gamma_{12}|^2)(1-|\gamma_{23}|^2).
\label{eq:disk}
\end{equation}
For given $\gamma_{12}$ and $\gamma_{23}$, the value of $\gamma_{13}$ must lie in a disk of the complex plane centred at $\gamma_{12}\gamma_{23}$.

If $|\gamma_{12}|=1$, the right side is zero. A squared modulus that is at most zero vanishes, so $\gamma_{13}=\gamma_{12}\gamma_{23}$. Taking moduli proves \eqref{eq:claim}.

Two other limits help to read the disk. If $\gamma_{12}=0$, it gives $|\gamma_{13}|^2+|\gamma_{23}|^2\le1$: a third point can be equally coherent with two mutually incoherent points only up to a modulus of $1/\sqrt2\approx0.71$. If $|\gamma_{12}|=|\gamma_{23}|=1$, then $|\gamma_{13}|=1$, so full coherence passes from pair to pair.

For $|\gamma_{12}|<1$ every point of the disk is allowed. The upper left $2\times2$ block of $G$ is then positive definite, so the quadratic form is positive on a two-dimensional subspace. Two negative or zero eigenvalues would span another two-dimensional subspace, on which the form is not positive. In three dimensions these subspaces would share a nonzero vector, which is a contradiction. At least two eigenvalues are therefore positive, and the third has the sign of $\det G$. Every positive semidefinite $G$ also belongs to some field: write $G=AA^\dagger$ and set $u_i=\sum_kA_{ik}z_k$ with uncorrelated $z_k$ of zero mean and unit variance.

\section{What full coherence does to the fields}

The physical reason appears in the part of $u_1$ that is uncorrelated with $u_2$:
\begin{align}
\langle|u_1-\gamma_{12}u_2|^2\rangle
&=1-\gamma_{12}^*\langle u_1u_2^*\rangle
-\gamma_{12}\langle u_2u_1^*\rangle+|\gamma_{12}|^2\nonumber\\
&=1-|\gamma_{12}|^2-|\gamma_{12}|^2+|\gamma_{12}|^2
=1-|\gamma_{12}|^2 .
\label{eq:residual}
\end{align}
At full coherence this remainder has zero mean square. Hence $u_1=\gamma_{12}u_2$ in every realization, apart from a set of probability zero. Multiplying by $u_3^*$ and averaging gives $\gamma_{13}=\gamma_{12}\gamma_{23}$ again. The two points carry the same random signal up to a fixed complex factor, so they correlate equally well with any third signal.

Equal coherence moduli do not imply equal fringe visibilities. When the fields of points $i$ and $3$ are superposed with a variable relative phase, the intensity runs between $I_i+I_3\pm2\sqrt{I_iI_3}\,|\gamma_{i3}|$, and the visibility is
\[
V_{i3}=\frac{2\sqrt{I_iI_3}}{I_i+I_3}\,|\gamma_{i3}| .
\]
The prefactor depends on the intensities. It is the same for $i=1$ and $i=2$ if, for instance, $I_1=I_2$.

\section{Nearly full coherence}

Write $m=|\gamma_{12}|$, $a=|\gamma_{13}|$ and $b=|\gamma_{23}|$. The largest modulus in the disk \eqref{eq:disk} is at most the modulus of its centre plus its radius:
\[
a\le mb+\sqrt{1-m^2}\sqrt{1-b^2}.
\]
Subtracting $b$ gives
\[
a-b\le\sqrt{1-m^2}\sqrt{1-b^2}-(1-m)b\le\sqrt{1-m^2},
\]
because $\sqrt{1-b^2}\le1$ and $(1-m)b\ge0$. The determinant treats points 1 and 2 alike, so the same bound holds for $b-a$. Therefore
\begin{equation}
\big||\gamma_{13}|-|\gamma_{23}|\big|\le\sqrt{1-|\gamma_{12}|^2}.
\label{eq:bound}
\end{equation}
The bound is reached at $b=0$, $a=\sqrt{1-m^2}$, which lies on the edge of the disk. For $m=0.8$ it equals $0.6$, and a numerical scan over moduli and phases, with the eigenvalues of $G$ deciding which triples are allowed, also finds a largest mismatch of $0.6000$.

If $m=1-\delta$ with small $\delta$, the bound is $\sqrt{2\delta-\delta^2}\approx\sqrt{2\delta}$. A loss of one percent in $|\gamma_{12}|$ thus permits a mismatch of about $0.14$. Whether a given source comes near this limit depends on the source, as the example shows.

\section{Where the statement stops}

\subsection*{The converse}

Equal moduli with one third point do not show that points 1 and 2 are fully coherent. The values $\gamma_{12}=0.2$ and $\gamma_{13}=\gamma_{23}=0.3$ give a matrix whose lowest eigenvalue is $0.66$, so they are allowed. Equality with every third point is a stronger condition: placing point 3 at point 1 gives $|\gamma_{21}|=|\gamma_{11}|=1$.

\subsection*{Coherence at a delay}

For stationary light define
\[
\gamma_{ij}(\tau)=\frac{\langle U_i(t+\tau)U_j^*(t)\rangle}{\sqrt{I_iI_j}} .
\]
Suppose that $|\gamma_{12}(\tau_0)|=1$ at some delay $\tau_0\ne0$. The proof applies to any three random amplitudes, so choose $U_1(t+\tau_0)$, $U_2(t)$ and $U_3(t-\tau)$. The time differences are $\tau_0$ for the pair 12, $\tau$ for 23 and $\tau_0+\tau$ for 13. Hence
\begin{equation}
\gamma_{13}(\tau_0+\tau)=\gamma_{12}(\tau_0)\,\gamma_{23}(\tau).
\label{eq:delay}
\end{equation}
The moduli are equal at shifted times, but not necessarily at equal times. Take $U_1(t)=U_2(t-\tau_0)$ and $U_3=U_2$, with a Gaussian spectrum of standard deviation $\sigma_\nu$. Then $|\gamma_{23}(0)|=1$. The modulus $|\gamma_{13}(0)|$ is that of the Fourier transform of the normalized spectrum at delay $\tau_0$:
\[
|\gamma_{13}(0)|=\exp\!\left[-\tfrac12(2\pi\sigma_\nu\tau_0)^2\right].
\]
For $\sigma_\nu=1.021$~GHz and $\tau_0=0.10$~ns, a path difference of 30~mm in vacuum, the exponent is $-0.206$ and $|\gamma_{13}(0)|=0.81$. The equal-time value $|\gamma_{12}(0)|$ is also $0.81$, so the premise of \eqref{eq:claim} is not met and there is no contradiction.

\section{Example: dipole illumination of a mask}

\subsection*{Two point poles}

Distinct points can be fully coherent even when the light comes from two mutually incoherent point sources. Take two mutually incoherent plane waves with direction cosines $\pm s$ along $x$:
\[
U(x)=A\,e^{2\pi isx/\lambda}+B\,e^{-2\pi isx/\lambda},\qquad
\langle AB^*\rangle=0 .
\]
Let $p_+$ and $p_-$ be the power fractions, with $p_++p_-=1$. The cross terms average to zero, the intensity is uniform, and with $d=x_i-x_j$
\begin{equation}
\gamma_{ij}=\cos\frac{2\pi sd}{\lambda}
+i(p_+-p_-)\sin\frac{2\pi sd}{\lambda}.
\label{eq:dipole}
\end{equation}
At the separation $D=\lambda/(2s)$ the phase is $\pi$, and $|\gamma_{12}|=1$ for any division of power. Both waves change sign over this distance, so the total field does too.

The numbers follow an argon fluoride immersion scanner, with rough typical values: $\lambda=193.4$~nm, wafer-side numerical aperture $1.35$, reduction $4$, and pole centres at $0.8$ of the pupil radius. On the mask side
\[
s=0.8\times\frac{1.35}{4}=0.270,\qquad
D=\frac{193.4~\mathrm{nm}}{2\times0.270}=358~\mathrm{nm},
\]
which corresponds to 89.5~nm at wafer scale. Put point 1 at $x=0$, point 2 at $x=D$ and point 3 at $x=120$~nm, all in the mask plane. For equal powers,
\[
\gamma_{12}=-1,\qquad \gamma_{13}=0.495,\qquad \gamma_{23}=-0.495,
\]
and $\gamma_{12}\gamma_{23}=(-1)(-0.495)=\gamma_{13}$. With powers $0.6$ and $0.4$, the values become $\gamma_{13}=0.495-0.174i$ and $\gamma_{23}=-0.495+0.174i$. Both moduli rise to $0.525$. The imbalance changes the common value but not the equality.

\subsection*{Poles of finite size}

Let each pole be a uniform disk of mutually incoherent directions with radius $\rho$ in direction cosine. Averaging the phase factor over the disk gives, with $k=2\pi/\lambda$ and $v=k\rho|d|$,
\[
\frac{1}{\pi\rho^2}\int_0^\rho\! r\,dr\int_0^{2\pi}\! e^{ikdr\cos\theta}\,d\theta
=\frac{2}{\rho^2}\int_0^\rho rJ_0(kdr)\,dr
=\frac{2J_1(v)}{v},
\]
where $\int_0^v qJ_0(q)\,dq=vJ_1(v)$ was used. For equal pole powers the cosine in \eqref{eq:dipole} is multiplied by this factor.

For poles of $0.1$ pupil radius, $\rho=0.03375$. At $d=D$ we have $v=\pi\rho/s=0.393$, and $2J_1(v)/v\approx1-v^2/8$ gives $|\gamma_{12}|=0.981$. The bound \eqref{eq:bound} is $0.195$. At the chosen third point the moduli are $0.494$ and $0.491$, a mismatch of $0.003$. Along the line from $-6000$ to $6000$~nm, searched in steps of 1~nm, the largest mismatch is $0.140$, at $x_3=2150$~nm and, with the roles of points 1 and 2 exchanged, at the mirror position near $-1792$~nm.

This difference has a simple origin. Because $x_2-x_1=D$, the cosine has the same modulus for both pairs, and the mismatch is that modulus times the difference between the moduli of the two disk factors. Near $x_3=120$~nm both factors are close to one. At 2150~nm the distances to points 1 and 2 are close to $6D$ and $5D$, so the cosine modulus is near one, while the disk factors have fallen to about $0.45$ and $0.59$.

\subsection*{Stray light}

Now let a fraction $f=0.01$ of the power fill the whole pupil uniformly, with point poles again. The degree of coherence is $(1-f)$ times the pole value plus $f$ times the disk factor of the full pupil. This lowers $|\gamma_{12}|$ to $0.990$ and gives a bound of $0.140$, but the mismatch at $x_3=120$~nm is $0.012$, and the largest on the line is also $0.012$. The pole parts have equal moduli, and each stray part has modulus at most $f$. The triangle inequality therefore limits the mismatch to $2f=0.02$ for this source, far below the general bound.

With finite poles and stray light together, $|\gamma_{12}|=0.971$ and the bound is $0.238$. The mismatch is $0.015$ at the chosen point and at most $0.139$ on the searched line.

\subsection*{Beside a real scanner}

The wavelength, aperture and reduction are those of the scanner class named above. The pole radius and the stray fraction are round assumptions, and a pole radius of $0.1$ describes a small pole. The assumption of point poles is broken in any real illuminator. Since $1-|\gamma_{12}|\approx v^2/8$ for small poles, doubling the radius at fixed pole centres raises this loss about fourfold, from $0.019$ to $0.075$.

Laser bandwidth matters far less here. For an assumed Gaussian line of 0.3~pm full width at half maximum, $1-|\gamma_{12}|$ is $2\times10^{-12}$ and the bound is $2\times10^{-6}$, provided that the only lag between the points is the one due to the tilt of the waves, here half an optical period. Polarization along $y$ leaves a longitudinal field, because $\mathbf E$ is perpendicular to the propagation direction: $E_z=-(s_y/s_z)E_y$ when $E_x=0$. Within the finite poles its intensity reaches about $1.2\times10^{-3}$ of the transverse intensity. The scalar model omits it. The value is this small only because $y$ is perpendicular to the line joining the poles. For polarization along $x$ the ratio at the outer pole edge is $(s+\rho)^2/[1-(s+\rho)^2]\approx0.10$, and for $y$-polarized light at the rim of the full pupil it reaches about $0.13$.

All these values describe light incident on the mask. An ideal thin mask multiplies $U_i$ by a transmission $t_i$. Where $t_i\ne0$, this changes the phases of $\gamma_{ij}$ but not the moduli, since $|t_i|$ cancels in \eqref{eq:def}. Diffraction within a thick mask and imaging by the projection lens mix fields from different points, so the moduli found here cannot be carried over unchanged to the resist. The numerical output lists the values for each case.

\section*{Computed results}
\begin{verbatim}
wavelength: 193.4 nm
wafer-side NA: 1.35; reduction: 4
mask-side NA: 0.3375
pole centre, radius / pupil radius: 0.8, 0.1
pole direction cosine s: 0.2700; radius: 0.03375
x1, x2, x3 at mask: 0.0, 358.15, 120.0 nm
x2 - x1 at wafer scale: 89.54 nm
equal poles, g12: -1.0000 -0.0000 i, modulus 1.0000
equal poles, g13: 0.4953 -0.0000 i, modulus 0.4953
equal poles, g23: -0.4953 +0.0000 i, modulus 0.4953
powers 0.6/0.4, g12: -1.0000 -0.0000 i, modulus 1.0000
powers 0.6/0.4, g13: 0.4953 -0.1737 i, modulus 0.5249
powers 0.6/0.4, g23: -0.4953 +0.1737 i, modulus 0.5249
scan at |g12| = 0.8: largest mismatch 0.6000, bound 0.6000
full coherence, g13 shifted by 0.001: highest lowest eigenvalue -6.66e-07
converse case g12=0.2, g13=g23=0.3: lowest eigenvalue 0.6641
stray light fraction: 0.01
finite poles: |g12| 0.9808, mismatch bound 0.1948
finite poles, at x3: |g13| 0.4942, |g23| 0.4911, mismatch 0.0031
finite poles, largest mismatch on line: 0.1403 at 2150 nm (|g13| 0.4488, |g23| 0.5891)
stray light: |g12| 0.9902, mismatch bound 0.1397
stray light, at x3: |g13| 0.4983, |g23| 0.4868, mismatch 0.0116
stray light, largest mismatch on line: 0.0118 at 180 nm (|g13| 0.0022, |g23| 0.0140)
both: |g12| 0.9712, mismatch bound 0.2381
both, at x3: |g13| 0.4973, |g23| 0.4826, mismatch 0.0147
both, largest mismatch on line: 0.1390 at 2150 nm (|g13| 0.4442, |g23| 0.5832)
line searched: -6000 to 6000 nm, step 1 nm
laser linewidth (FWHM): 0.3 pm
bandwidth: 1-|g12| = 2.14e-12, bound 2.07e-06
largest longitudinal/transverse intensity: 1.23e-03
lagged copy: frequency sigma 1.021 GHz, lag 0.10 ns
lag as path in air or vacuum: 30.0 mm
lagged copy: |g12(lag)| 1.0000, |g12(0)| 0.8140
lagged copy: |g13(0)| 0.8140, |g23(0)| 1.0000
\end{verbatim}
